# The Van Vleck Susceptibility Formula and Its Limits for a Two-Level Ion

A crystal containing transition-metal or lanthanide ions is placed in a weak magnetic field and its magnetization is measured against temperature. If each ion were a rigid moment free to turn, the susceptibility would fall as $1/T$. An open-shell ion, however, has several energy levels, split by the crystal field and by spin–orbit coupling, and the spacings can be larger than, comparable to or smaller than $kT$. The field splits degenerate levels and also mixes different levels, and temperature decides which levels are occupied. The question is what susceptibility follows from a given set of levels.

The ions are taken as independent and in thermal equilibrium, each with a finite number of states, and the magnetization as weak enough that the field at an ion is $B=\mu_0H$, along $z$. The Hamiltonian of one ion is

$$H(B)=H_0-\mu_zB+DB^2,\qquad \mu_z=-\mu_B(L_z+2S_z),$$

with angular momenta in units of $\hbar$, the electron $g$ factor set to 2, and the minus sign in $\mu_z$ due to the negative charge. The last term is the kinetic-energy piece $e^2A^2/2m_e$ with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, which gives $D=(e^2/8m_e)\sum_i(x_i^2+y_i^2)$. The moment operator is $-\partial H/\partial B=\mu_z-2DB$. Differentiating $E_n=\langle n|H|n\rangle$ gives $\langle n|\partial H/\partial B|n\rangle$ plus $E_n\,d\langle n|n\rangle/dB$, and the second piece is zero for normalized states. This is the Hellmann–Feynman theorem: state $n$ carries the moment $-dE_n/dB$. With $\beta=1/kT$, $Z=\sum_ne^{-\beta E_n}$ and $F=-kT\ln Z$,

$$\langle\mu\rangle=\frac{1}{Z}\sum_n\left(-\frac{dE_n}{dB}\right)e^{-\beta E_n}=\frac{1}{\beta Z}\frac{\partial Z}{\partial B}=-\frac{\partial F}{\partial B}.\tag{1}$$

The zero-field response per ion is $\alpha=\partial\langle\mu\rangle/\partial B$ at $B=0$, and the molar susceptibility is $\chi=\mu_0N_A\alpha$. Energies are quoted below in cm⁻¹, moments in $\mu_B$, and $\chi$ in cm³ mol⁻¹ (emu), where 1 cm³ mol⁻¹ is $4\pi\times10^{-6}=1.2566\times10^{-5}$ m³ mol⁻¹. One unit of $\alpha$, $\mu_B^2/\text{cm}^{-1}$, corresponds to 0.260741 cm³ mol⁻¹; $k$ is 0.695035 cm⁻¹ K⁻¹ and $\mu_B$ is 0.466864 cm⁻¹ T⁻¹.

The eigenvalues of a Hermitian matrix that is polynomial in a real parameter can be labelled as power series near $B=0$, even where levels are degenerate, so

$$E_n=E_n^{(0)}+E_n^{(1)}B+E_n^{(2)}B^2+\dots$$

Since $\alpha$ is the coefficient of $B$ in (1), each factor is needed to first order: $-dE_n/dB=-E_n^{(1)}-2E_n^{(2)}B$ and $e^{-\beta E_n}=e^{-\beta E_n^{(0)}}(1-\beta E_n^{(1)}B)$. Let $\langle y\rangle_0=\sum_ny_ne^{-\beta E_n^{(0)}}/Z_0$ with $Z_0=\sum_ne^{-\beta E_n^{(0)}}$. Dividing numerator and denominator of (1) by $Z_0$ and dropping $B^2$,

$$\langle\mu\rangle=\frac{-\langle E^{(1)}\rangle_0+B\left[\beta\langle (E^{(1)})^2\rangle_0-2\langle E^{(2)}\rangle_0\right]}{1-\beta B\langle E^{(1)}\rangle_0}.$$

The reciprocal of the denominator is $1+\beta B\langle E^{(1)}\rangle_0$ to this order, and its product with the first term of the numerator adds $-\beta B\langle E^{(1)}\rangle_0^2$. The coefficient of $B$ is

$$\alpha=\beta\langle (E^{(1)})^2\rangle_0-2\langle E^{(2)}\rangle_0-\beta\langle E^{(1)}\rangle_0^2.\tag{2}$$

Higher coefficients multiply $B^2$ or more in $\langle\mu\rangle$ and do not enter the slope at zero field, so (2) involves no approximation beyond the model. The constant term shows that $-\langle E^{(1)}\rangle_0$ is the zero-field moment $\langle\mu\rangle_0$.

Time reversal removes the last term. The antiunitary operator $\Theta$ reverses $\mathbf L$ and $\mathbf S$ and leaves positions alone, so $\Theta\mu_z\Theta^{-1}=-\mu_z$, while $D$, the crystal field and $\mathbf L\cdot\mathbf S$ are unchanged. If $H_0$ is built from such even terms, $\Theta H(B)\Theta^{-1}=H(-B)$. The two Hamiltonians then share their spectrum. Each zero-field level maps onto itself, so the sum of the energies growing out of one level is even in $B$ and $\sum E_n^{(1)}=0$ within that level; a nondegenerate level has $E^{(1)}=0$. All states of a level have the same weight, so $\langle E^{(1)}\rangle_0=0$, and (2) becomes the Van Vleck formula

$$\alpha=\frac{\sum_n\left[(E_n^{(1)})^2/kT-2E_n^{(2)}\right]e^{-E_n^{(0)}/kT}}{\sum_ne^{-E_n^{(0)}/kT}}.\tag{3}$$

The first term is repopulation: the field shifts a state by $E^{(1)}B$, the population changes by the fraction $-E^{(1)}B/kT$, and the state carries the moment $-E^{(1)}$. The second term is polarization: at fixed population each state acquires an induced moment $-2E^{(2)}B$.

If $H_0$ contains a time-odd term, such as a static exchange field, (3) exceeds (2) by $\langle\mu\rangle_0^2/kT$. For a spin ½ with $H_0=hS_z$ one has $E^{(1)}=\pm\mu_B$ at $E^{(0)}=\pm h/2$ and $E^{(2)}=0$, so $\langle E^{(1)}\rangle_0=-\mu_B\tanh(\beta h/2)$. Then (2) gives $\beta\mu_B^2\,\mathrm{sech}^2(\beta h/2)$ and (3) gives $\beta\mu_B^2$, an error of $\cosh^2-1=\sinh^2(\beta h/2)$ relative to the true $\alpha$; for $h=40$ cm⁻¹ and $kT=30$ cm⁻¹ this is 51 %. The absolute error is $\langle\mu\rangle_0^2/kT$, and its size relative to the true $\alpha$ depends on both quantities. In a low-symmetry $d^1$ model with $H_0=80\,\mathbf L\cdot\mathbf S+\sum_{ij}c_{ij}L_iL_j+25\sum_iL_i^4$, where $c$ is symmetric with $c_{xx}=120$, $c_{yy}=-60$, $c_{zz}=10$, $c_{xy}=40$, $c_{xz}=-30$, $c_{yz}=55$ (all in cm⁻¹), at the same $kT$, a term $40S_z+25S_x$ (in cm⁻¹) leaves $\langle\mu\rangle_0=0.0227\,\mu_B$ and an error of 0.95 % of $\alpha=0.00180\ \mu_B^2/\text{cm}^{-1}$. This $\alpha$ includes the test operator $D=0.002(L_x^2+L_y^2)$, whose contribution $-2\langle D\rangle_0$ is at most $-0.008$ because $L_x^2+L_y^2=6-L_z^2\ge2$, so it cancels most of the paramagnetic part and the percentage is larger than it would be without $D$. A built-in bias $-100\mu_z/\mu_B$, with $D$ omitted, gives $1.61\,\mu_B$ and an error of about 790 % of $\alpha=0.01086\ \mu_B^2/\text{cm}^{-1}$.

The coefficients come from perturbation theory. Put $V=-\mu_z$, expand the eigenstate as $|n\rangle+B|n_1\rangle+B^2|n_2\rangle$, and let $P$ project on the zero-field level of $|n\rangle$. The first-order part of the eigenvalue equation is

$$(H_0-E_n^{(0)})|n_1\rangle=(E_n^{(1)}-V)|n\rangle.$$

Applying $P$ annihilates the left side, so $PV|n\rangle=E_n^{(1)}|n\rangle$: the zero-field states diagonalize $\mu_z$ inside the level, and $E_n^{(1)}=-\mu_{nn}$ with $\mu_{mn}=\langle m|\mu_z|n\rangle$. Projecting on a state $m$ outside the level gives $\langle m|n_1\rangle=V_{mn}/(E_n^{(0)}-E_m^{(0)})$. The second-order part is

$$(H_0-E_n^{(0)})|n_2\rangle=(E_n^{(1)}-V)|n_1\rangle+(E_n^{(2)}-D)|n\rangle.$$

Projection on $\langle n|$ gives $E_n^{(2)}=D_{nn}+\langle n|V|n_1\rangle-E_n^{(1)}\langle n|n_1\rangle$. The part of $|n_1\rangle$ inside the level contributes $\langle n|VP|n_1\rangle=E_n^{(1)}\langle n|n_1\rangle$, which cancels the last term, and the part outside remains:

$$E_n^{(2)}=D_{nn}+{\sum_m}'\frac{|\mu_{mn}|^2}{E_n^{(0)}-E_m^{(0)}},\tag{4}$$

the prime restricting $m$ to other levels. Where several states of a level share the same $E^{(1)}$, diagonalizing $\mu_z$ does not fix them, and (4) gives their individual coefficients only in the basis that also diagonalizes $D_{n'n}+{\sum_m}'\mu_{n'm}\mu_{mn}/(E_n^{(0)}-E_m^{(0)})$ among them. Equation (3) needs these coefficients summed over each level. The sum of $(E^{(1)})^2$ is $\mathrm{Tr}(P\mu_zP)^2=\sum|\mu_{nn'}|^2$ over all pairs in the level, and the sum of (4) is also a trace over the level, so both can be evaluated in any orthonormal basis of it. The operator $D$ adds $-2\langle D\rangle_0$, a negative (diamagnetic) contribution, and is dropped from here on.

Take an ion with two levels, at energies 0 and $\Delta$, with degeneracies $g_0$ and $g_1$, and let $x=\Delta/kT$. Define $A_0$ and $A_1$ as the sums of $(E^{(1)})^2$ over each level, and $W=\sum_{a,b}|\mu_{ab}|^2$ with $a$ in the lower and $b$ in the upper level. By (4) the lower level has $\sum E^{(2)}=-W/\Delta$ and the upper $+W/\Delta$, because the denominators are $0-\Delta$ and $\Delta-0$. Inserting these in (3),

$$\alpha=\frac{(A_0+A_1e^{-x})/kT+(2W/\Delta)(1-e^{-x})}{g_0+g_1e^{-x}}.\tag{5}$$

The mixing term is proportional to the difference of the populations per state: the lower states are pushed down and polarize along the field, the upper states are pushed up and polarize against it.

For $kT\ll\Delta$ the factors $e^{-x}$ vanish faster than any power of $T$, and

$$\alpha\to\frac{A_0}{g_0kT}+\frac{2W}{g_0\Delta}.\tag{6}$$

This is a Curie law plus a positive constant, the temperature-independent paramagnetism. The low-temperature susceptibility is a pure constant only if $A_0=0$, that is, if the lower level has no first-order moment along the field, as for a singlet; otherwise the first term grows without bound as $T$ falls.

For $kT\gg\Delta$, multiply (5) by $kT$, which turns $2W/\Delta$ into $2W/x$, and use $e^{-x}=1-x+x^2/2$, so that $(1-e^{-x})/x=1-x/2$. With $g=g_0+g_1$ and $\tau=A_0+A_1+2W$,

$$kT\alpha=\frac{\tau-(A_1+W)x}{g-g_1x}=\frac{\tau}{g}\left[1+x\left(\frac{g_1}{g}-\frac{A_1+W}{\tau}\right)\right]+O(x^2).$$

The quantity $\tau$ is $\mathrm{Tr}\,\mu_z^2=\sum_{nm}|\mu_{nm}|^2$, since the two diagonal blocks give $A_0$ and $A_1$ and each off-diagonal block gives $W$. The leading term, $\alpha=\mathrm{Tr}\,\mu_z^2/gkT$, is the Curie law of all $g$ states taken as one degenerate level. The mixing term has joined it because the population difference supplies a factor $\Delta/kT$ that cancels the energy denominator. Comparing the bracket with $1/(T-\theta)=(1/T)(1+\theta/T+\dots)$ gives

$$k\theta=\Delta\left(\frac{g_1}{g}-\frac{A_1+W}{\tau}\right),\tag{7}$$

a Weiss constant, valid to first order in $x$, for ions that do not interact. Between the limits (5) has to be used whole. It is conveniently described by $\mu_{\rm eff}^2=3kT\alpha$, which is constant wherever a Curie law holds.

The simplest case is two singlets. Consider an ion with an even number of electrons whose lowest states $|{+M}\rangle$, $|{-M}\rangle$ have moments $\mp m$ along $z$ and are mixed by a low-symmetry crystal field, all other states lying far above. In this basis, with Pauli matrices,

$$H=\tfrac{\Delta}{2}(1-\sigma_x)+mB\sigma_z .$$

The zero-field states are $(|{+M}\rangle\pm|{-M}\rangle)/\sqrt2$, at 0 and $\Delta$. The operator $\sigma_z$ turns one into the other, so the diagonal moments vanish and the off-diagonal one has magnitude $m$. Thus $g_0=g_1=1$, $A_0=A_1=0$, $W=m^2$, and multiplying numerator and denominator of (5) by $e^{x/2}$ gives

$$\alpha=\frac{2m^2}{\Delta}\,\frac{1-e^{-x}}{1+e^{-x}}=\frac{2m^2}{\Delta}\tanh\frac{\Delta}{2kT}.\tag{8}$$

At low temperature $(1-e^{-x})/(1+e^{-x})=1-2e^{-x}+\dots$, so the plateau $2m^2/\Delta$ is approached exponentially. At high temperature $\tanh y=y-y^3/3$ with $y=x/2$ gives $\alpha=(m^2/kT)(1-x^2/12)$; there is no term linear in $x$, in agreement with (7), where $\tfrac12-m^2/2m^2=0$. The asymptotes are equal when $kT=\Delta/2$, where $y=1$ and $\alpha$ is $\tanh1$ times either. Since $\tanh y$ is below both 1 and $y$, the curve lies below both asymptotes, and it falls steadily with $T$. The effective moment obeys $\mu_{\rm eff}^2=3m^2\tanh y/y$, whose logarithmic derivative $d\ln(\tanh y/y)/d\ln y=2y/\sinh2y-1$ lies between $-1$ and 0, so $\mu_{\rm eff}^2$ rises steadily from 0 to $3m^2$ with temperature. As $\Delta\to0$, (8) tends to $m^2/kT$. Treating the pair as one level, with $E^{(1)}=\pm m$, $A_0=2m^2$ and $g_0=2$, gives the same value, so the divergence of each $E^{(2)}=\mp m^2/\Delta$ leaves no trace in $\alpha$.

Take the round values $\Delta=100$ cm⁻¹ and $m=2\mu_B$. Then $E^{(2)}=\mp4/100=\mp0.0400\ \mu_B^2/\text{cm}^{-1}$ and $\Delta/k=100/0.695035=143.88$ K. The plateau is $2\times0.0400\times0.260741=0.020859$ cm³ mol⁻¹, or $2.62\times10^{-7}$ m³ mol⁻¹. The Curie constant is $C=4\times0.260741/0.695035=4\times0.375148=1.5006$ cm³ K mol⁻¹, with $\mu_{\rm eff}=\sqrt3\times2=3.464\,\mu_B$. All values for this model refer to a field along $z$. A transverse moment changes $M$ by one unit and has no element inside the pair, so apart from the distant levels a powder average is $\alpha/3$, and its $\mu_{\rm eff}$ tends to $m=2\mu_B$. The asymptotes cross at $143.88/2=71.94$ K, where $\chi$ is 0.7616 of the plateau. The susceptibility is within 1 % of the plateau when $\tanh(x/2)>0.99$, which means $e^x>1.99/0.01$, $x>5.293$, $T<27.2$ K, and within 1 % of $C/T$ for $x<0.349$, $T>413$ K. Between these lies the intermediate range: $\chi$ is 0.018637 cm³ mol⁻¹ at 50 K, 0.012860 at 100 K against a Curie value of 0.015006, and 0.004908 at 300 K ($6.17\times10^{-8}$ m³ mol⁻¹) against 0.005002, while $\mu_{\rm eff}$ climbs from $1.29\,\mu_B$ at 10 K to $3.43\,\mu_B$ at 300 K.

A measurement gives $\langle\mu\rangle/B$ at a finite field, and the same model shows when this equals $\alpha$. The matrix $-\tfrac\Delta2\sigma_x+mB\sigma_z$ squares to $R^2=\Delta^2/4+m^2B^2$ times the unit matrix and has zero trace, so $E=\Delta/2\pm R$ and $F=\Delta/2-kT\ln(2\cosh\beta R)$. From (1), with $dR/dB=m^2B/R$,

$$\frac{\langle\mu\rangle}{B}=m^2\,\frac{\tanh\beta R}{R}.\tag{9}$$

For $kT\ll\Delta$ the hyperbolic tangent is 1 and $1/R=(2/\Delta)(1+4m^2B^2/\Delta^2)^{-1/2}$, a change of $-2m^2B^2/\Delta^2$ relative to $\alpha$ at leading order. For $mB\ll\Delta$ at any temperature the relative change is no larger than that of $R$, because the logarithmic derivative found above is less than 1 in magnitude. For $R\ll kT$, $\tanh y/y=1-y^2/3$ gives the relative change $-\beta^2(R^2-\Delta^2/4)/3=-m^2B^2/3k^2T^2$. Linearity therefore holds when $mB$ is small against the larger of $\Delta$ and $kT$. At 5 T, $\mu_BB=2.3343$ cm⁻¹, and the computed changes are $-4.33\times10^{-3}$ at 10 K and $-1.63\times10^{-4}$ at 300 K. The leading estimates, $2(2\times2.3343/100)^2$ and $(2\times2.3343/kT)^2/3$, round to $4.4\times10^{-3}$ and $1.7\times10^{-4}$. The response can stay linear where the level expansion has failed: for $\Delta=1$, $mB=10$ and $kT=1000$ cm⁻¹ the lower level lies at $-9.51$ cm⁻¹ while $E^{(2)}B^2=-100$ cm⁻¹, yet $\langle\mu\rangle/B$ differs from $\alpha$ by $-3.33\times10^{-5}$ of $\alpha$, which is $-100/(3\times10^6)$.

A two-level ion with a magnetic ground level is a single electron in a shell of angular momentum $L$ with $H_0=\zeta\,\mathbf L\cdot\mathbf S$, $\zeta>0$, and no crystal field. Both $H_0$ and $\mu_z$ conserve $M=M_L+M_S$, so they act in the pairs $|M-\tfrac12,\uparrow\rangle$, $|M+\tfrac12,\downarrow\rangle$. In $\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)$ the first term gives the diagonal elements $\tfrac12(M-\tfrac12)$ and $-\tfrac12(M+\tfrac12)$, and the ladder terms give the off-diagonal element $\tfrac12[L(L+1)-(M-\tfrac12)(M+\tfrac12)]^{1/2}=\tfrac12(\lambda^2-M^2)^{1/2}$, where $\lambda=L+\tfrac12$. Setting $M=\lambda\cos\phi$,

$$\mathbf L\cdot\mathbf S=-\tfrac14+\tfrac\lambda2\begin{pmatrix}\cos\phi&\sin\phi\\ \sin\phi&-\cos\phi\end{pmatrix}.$$

The matrix has eigenvalue $+1$ for $u=(\cos\tfrac\phi2,\sin\tfrac\phi2)$ and $-1$ for $l=(-\sin\tfrac\phi2,\cos\tfrac\phi2)$, so $\Delta=\zeta\lambda$ for every $M$. In the pair, $L_z+2S_z=M+S_z$ with $S_z=\tfrac12\sigma_z$. Its diagonal elements are $M\pm\tfrac12\cos\phi=M(1\pm1/2\lambda)$, upper sign for $u$, and its off-diagonal element is $-\sin\tfrac\phi2\cos\tfrac\phi2=-\tfrac12\sin\phi$. The unpaired states $|L,\uparrow\rangle$ and $|{-L},\downarrow\rangle$ have $M=\pm\lambda$ and $\mathbf L\cdot\mathbf S=L/2=-\tfrac14+\tfrac\lambda2$, so they belong to the upper level, with $L_z+2S_z=\pm(L+1)=M(1+1/2\lambda)$. The lower level thus has $|M|\le J=L-\tfrac12$ and the upper $|M|\le J=L+\tfrac12$, and

$$E^{(1)}=g_J\mu_BM,\qquad g_J=1\mp\frac{1}{2L+1},\qquad |\mu_{ul}|^2=\mu_B^2\,\frac{\lambda^2-M^2}{(2L+1)^2},$$

with the upper sign now for the lower level. The sum $\sum_{M=-J}^JM^2=J(J+1)(2J+1)/3$ gives $A=g_J^2\mu_B^2J(J+1)(2J+1)/3$ for each level. For the $2L$ pairs it equals $2L(L-\tfrac12)\lambda/3$, so

$$\frac{W}{\mu_B^2}=\frac{2L\lambda^2-\tfrac23L(L-\tfrac12)\lambda}{4\lambda^2}=\frac{L\,(3\lambda-L+\tfrac12)}{6\lambda}=\frac{2L(L+1)}{3(2L+1)}.$$

For a free $f^1$ ion, $L=3$, with the round value $\zeta=600$ cm⁻¹, the levels ²F$_{5/2}$ and ²F$_{7/2}$ have $g_0=6$, $g_1=8$ and $\Delta=3.5\times600=2100$ cm⁻¹, or 3021 K. The factors $g_J$ are $6/7=0.8571$ and $8/7=1.1429$. In units of $\mu_B^2$, $A_0=(6/7)^2(35/2)=12.857$, $A_1=(8/7)^2(42)=54.857$ and $W=24/21=1.1429$, which is twice the sum of 0.2449, 0.2041 and 0.1224 for $|M|=\tfrac12,\tfrac32,\tfrac52$. Then $\tau=12.857+54.857+2\times1.1429=70.00$. The low-temperature form (6) has $C=0.375148\times12.857/6=0.8039$ cm³ K mol⁻¹, $\mu_{\rm eff}=(3\times12.857/6)^{1/2}=2.535\,\mu_B$, and the constant $0.260741\times2\times1.1429/(6\times2100)=4.73\times10^{-5}$ cm³ mol⁻¹, or $5.94\times10^{-10}$ m³ mol⁻¹. At 300 K the upper level holds a fraction $5.6\times10^{-5}$ of the ions; (5) gives $2.7273\times10^{-3}$ cm³ mol⁻¹ ($3.43\times10^{-8}$ m³ mol⁻¹), (6) gives $2.7269\times10^{-3}$, and the constant is 1.7 % of the total. These values omit $D$. For the 54 core electrons of a cerium ion the term $-2\langle D\rangle_0$ is estimated at $-2$ to $-3\times10^{-5}$ cm³ mol⁻¹ (small-basis Hartree–Fock values for Ce⁴⁺ move from $-2.9$ to $-2.8\times10^{-5}$ when the basis is enlarged). This is comparable with the constant and opposite in sign, so it has to be removed from a measured susceptibility before the comparison.

As the upper level begins to fill, the full result rises above (6). Write $kT\alpha=(N_0+N_1e^{-x})/(g_0+g_1e^{-x})$ with $N_0=A_0+2W/x$ and $N_1=A_1-2W/x$. This is a population-weighted mean of $N_0/g_0$ and $N_1/g_1$, so it exceeds the form (6), which is $N_0/g_0$, whenever $N_1/g_1>N_0/g_0$. Here the condition reads $x\,(A_1/8-A_0/6)>2W(\tfrac18+\tfrac16)$, that is $4.714\,x>0.667$ or $x>0.141$, which covers all temperatures below about $2.1\times10^4$ K; for smaller $x$ the full result lies below (6), which keeps its constant while (5) falls as $1/T$. The excess reaches 1 % of (6) at 538 K, and at 1000 K the values are $9.54\times10^{-4}$ and $8.51\times10^{-4}$ cm³ mol⁻¹. The high-temperature limit has $C=0.375148\times70/14=1.8757$ cm³ K mol⁻¹, $\mu_{\rm eff}=(3\times70/14)^{1/2}=3.873\,\mu_B$, and from (7) $k\theta=2100\,[8/14-(54.857+1.1429)/70]=-480$ cm⁻¹, or $\theta=-691$ K. This limit is formal for such a large $\Delta$: at 3000 K $\mu_{\rm eff}$ has reached $3.40\,\mu_B$. In a crystal the $J=\tfrac52$ level is itself split, and this free-ion model applies when $kT$ is large against that splitting.

For a thermally populated level with first-order moments, the step $e^{-\beta E^{(1)}B}\approx1-\beta E^{(1)}B$ requires $|E^{(1)}B|\ll kT$ if $\alpha$ is to describe a finite field. At 5 T and 2 K the largest value in the lower level is $0.8571\times2.5\times2.3343/(2\times0.695035)=3.60$, and diagonalization in the field gives $\langle\mu\rangle/B=0.522\,\alpha$, the moment being partly saturated. At 300 K the same field changes the ratio by $-5.7\times10^{-5}$. The numerical check tests (2), (3), (5), (8), the limits and the perturbation coefficients against symbolic differentiation of $F$ or against diagonalization of $H(B)$ with finite differences in the field.

## Numbers as computed

```
k/(hc) = 0.695035 cm^-1/K
muB/(hc) = 0.466864 cm^-1/T
chi per unit alpha (muB^2/cm^-1) = 0.260741 cm^3/mol
N_A muB^2/k = 0.375148 cm^3 K/mol
1 cm^3/mol (emu) = 1.256637e-05 m^3/mol
time-odd H0, kT = 30 cm^-1: <mu>_0/muB, alpha/(muB^2/cm^-1), error of short formula
  d1 40Sz+25Sx: +0.0227 +0.00180 +0.95 %
  d1 -100mu_z: +1.6067 +0.01086 +792.56 %
  spin 1/2, h = 40 cm^-1: error +51.43 %
A: Delta = 100 cm^-1, m = 2 muB, Delta/k = 143.88 K
A: E2 lower, upper = -0.0400, +0.0400 muB^2/cm^-1
A: plateau chi = 0.020859 cm^3/mol = 2.6213e-07 m^3/mol
A: Curie C = 1.5006 cm^3 K/mol, mu_eff(high T) = 3.4641 muB
A: crossover T = 71.94 K, chi/plateau = 0.7616
A: plateau within 1 % for x > 5.293, T < 27.2 K
A: Curie law within 1 % for x < 0.349, T > 413 K
A: T/K, x, chi, Curie asymptote (cm^3/mol), mu_eff/muB
    10  14.388 0.020859 0.150059 1.2915
    30   4.796 0.020517 0.050020 2.2186
    50   2.878 0.018637 0.030012 2.7298
    72   1.998 0.015879 0.020842 3.0237
   100   1.439 0.012860 0.015006 3.2069
   150   0.959 0.009302 0.010004 3.3403
   300   0.480 0.004908 0.005002 3.4315
   600   0.240 0.002489 0.002501 3.4558
A: chi(300 K) = 6.1679e-08 m^3/mol
5 T: muB*B = 2.3343 cm^-1
A: 5 T, 10 K: (M/B)/chi - 1 = -4.33e-03
A: 5 T, 300 K: (M/B)/chi - 1 = -1.63e-04
A': Delta=1, mB=10, kT=1000 cm^-1: E lower = -9.51 cm^-1, expansion -100 cm^-1
A': (M/B)/chi - 1 = -3.33e-05
B: zeta = 600 cm^-1, Delta = 2100 cm^-1, Delta/k = 3021 K
B: g(5/2) = 0.8571, g(7/2) = 1.1429
B: A0 = 12.8571, A1 = 54.8571, W = 1.1429, Tr mu^2 = 70.0000 muB^2
B: |mu_ab|^2 for |M|=1/2,3/2,5/2: 0.2449, 0.2041, 0.1224 muB^2
B: low-T C = 0.8039 cm^3 K/mol, mu_eff = 2.5355 muB
B: constant term = 4.7300e-05 cm^3/mol = 5.9439e-10 m^3/mol
B: high-T C = 1.8757 cm^3 K/mol, mu_eff = 3.8730 muB
B: k*theta = -480.0 cm^-1, theta = -691 K
B: low-T form within 1 % for T < 538 K
B: T/K, upper population, chi, low-T form (cm^3/mol), mu_eff/muB
    10 8.05e-132 8.0436e-02 8.0436e-02 2.5362
   100 1.01e-13 8.0862e-03 8.0862e-03 2.5429
   300 5.64e-05 2.7273e-03 2.7269e-03 2.5579
   600 8.59e-03 1.4117e-03 1.3871e-03 2.6026
  1000 6.10e-02 9.5404e-04 8.5119e-04 2.7621
  3000 3.28e-01 4.8123e-04 3.1526e-04 3.3978
B: chi(300 K) = 3.4272e-08 m^3/mol
B: constant term share at 300 K = 1.73 %
B: 5 T, 2 K: (M/B)/chi = 0.522, largest E1*B/kT = 3.60
B: 5 T, 300 K: (M/B)/chi - 1 = -5.7e-05
```
